# Localised Mode of a Light End Atom on a Harmonic Chain, part 2

A semi-infinite chain of atoms $n=0,1,2,\dots$ has a free end. The end atom, $n=0$, has mass $m$, all others have mass $M$, and $\mu=m/M$. Nearest neighbours are joined by equal harmonic springs $K$. Masses are in kg and spring constants in kg/s², unless other units are stated. The question is when a vibration stays localised at the end, and what follows from it.

The displacements from equilibrium along the chain are $u_n(t)$. In a normal mode all atoms oscillate as $\cos\omega t$, and the amplitudes, also written $u_n$, obey

$$
m\omega^2u_0=K(u_0-u_1), \tag{3}
$$

$$
M\omega^2u_n=K(2u_n-u_{n-1}-u_{n+1}),\qquad n\ge1. \tag{4}
$$

Travelling waves fill a band of frequencies from zero up to

$$
\omega_{\max}=2\sqrt{K/M}. \tag{6}
$$

At the band top neighbouring atoms move in opposite directions. A localised mode exists if and only if $m<M/2$. It is unique up to its amplitude and lies above the band, with

$$
\omega_{\rm loc}^2=\frac{K}{m(1-\mu)},\qquad
u_n=u_0z^n,\qquad z=-\frac{\mu}{1-\mu}. \tag{24}
$$

With $\delta=1-2\mu$, its frequency near the boundary $\mu=1/2$ follows from

$$
\frac{\omega_{\rm loc}^2}{\omega_{\max}^2}=\frac1{4\mu(1-\mu)}=\frac1{1-\delta^2},
\qquad
\frac{\omega_{\rm loc}}{\omega_{\max}}=1+\frac{\delta^2}{2}+O(\delta^4). \tag{25}
$$

The end atom's share of the kinetic energy in this mode is

$$
W=\frac{mu_0^2}{mu_0^2+M\sum_{n\ge1}u_n^2}
=\frac{\mu}{\mu+z^2/(1-z^2)}, \tag{27}
$$

which reduces to

$$
W=\frac{1}{1+\mu/(1-2\mu)}=\frac{1-2\mu}{1-\mu}. \tag{29}
$$

These formulas were checked by direct diagonalisation of chains of 300 atoms.

### Corollary 3: a displaced end atom

Suppose the end atom is pulled out by $a$, the other atoms are held at their equilibrium positions, and all are released from rest. Let $\phi_n=z^n$ be the shape of the local mode, and define

$$
Q(t)=m\phi_0u_0(t)+M\sum_{n\ge1}\phi_nu_n(t). \tag{30}
$$

The spring forces are symmetric: the force that atom $j$ exerts on $n$ per unit displacement equals that of $n$ on $j$. Differentiating $Q$ twice, we may therefore let the force operator act on $\phi_n$ instead of $u_n$. Since $\phi_n$ obeys the mode equations, the result is $\ddot Q=-\omega_{\rm loc}^2Q$. The local part of the motion oscillates without loss.

Its energy is $E_{\rm loc}=(\dot Q^2+\omega_{\rm loc}^2Q^2)/(2\mathcal N)$, with the norm $\mathcal N=m+M\sum_{n\ge1}z^{2n}=m/W$. This is the energy of a motion $u_n=(Q/\mathcal N)\phi_n$. At the release $Q=ma$ and $\dot Q=0$, while the whole energy is $Ka^2/2$. Hence

$$
\frac{E_{\rm loc}}{Ka^2/2}=\frac{m\omega_{\rm loc}^2W}{K}=\frac{W}{1-\mu}. \tag{31}
$$

In this harmonic model that fraction never leaves the local mode. A real bond can lose it through anharmonic forces, which couple the mode to other vibrations, including those of the band.

### Corollary 4: a very light end atom

For $\mu\ll1$ the geometric series gives

$$
\omega_{\rm loc}^2=\frac{K}{m}\,(1+\mu+\mu^2+\cdots). \tag{32}
$$

The first term is the frequency of the end atom against an immovable partner. For a free pair, subtracting the two equations of motion gives $\ddot u_0-\ddot u_1=-(K/m+K/M)(u_0-u_1)$, so its squared frequency is $(K/m)(1+\mu)$. The first two terms of (32) thus belong to the pair alone. The remainder of the chain enters at relative order $\mu^2$.

This can be sharpened by allowing the springs beyond atom 1 to have another constant $K'=\sigma K$. Let $r=u_1/u_0$. The end equation is still $m\omega^2=K(1-r)$. The equation of atom 1, divided by $Ku_0$ and multiplied by $\mu$, becomes

$$
r(1-r)=-\mu(1-r)+\mu\sigma\Bigl(r-\frac{u_2}{u_0}\Bigr). \tag{33}
$$

The leading balance is $r=-\mu$. The equation of atom 2 shows that $u_2$ is smaller than $u_1$ by another factor of order $\mu$, so $u_2/u_0$ is of order $\mu^2$. Dividing (33) by $1-r$ gives $r=-\mu-\sigma\mu^2+O(\mu^3)$, and

$$
\omega^2=\frac Km\bigl[1+\mu+\sigma\mu^2+O(\mu^3)\bigr]. \tag{34}
$$

For $\sigma=1$ this agrees with (32). The stiffness behind the partner matters little, because a heavy partner hardly moves at the high frequency of the light atom.

### Hydrogen and deuterium on a silicon-like chain

A hydrogen atom that closes a dangling silicon bond at the Si/SiO₂ interface is a light end atom on a heavier lattice. The chain is a one-dimensional picture of its stretching vibration. We take $m=1$ u for hydrogen, $m=2$ u for deuterium, $M=28$ u and $K=250$ N/m. These are round inputs. The spring constant was chosen in the rough range of the Si–H stretch, so the resulting frequency is not a prediction from the electronic structure.

The boundary mass is $M/2=14$ u, well above both isotopes. To obtain the band top, we use $M=28\times1.6605\times10^{-27}$ kg $=4.649\times10^{-26}$ kg:

$$
\hbar\omega_{\max}=2\hbar\sqrt{\frac{250}{4.649\times10^{-26}}}\ \mathrm{s^{-1}}
=0.0965\ \mathrm{eV}. \tag{35}
$$

For hydrogen $\mu=1/28$ and $1-\mu=27/28$, so

$$
\frac{\omega_{\rm loc}}{\omega_{\max}}=\frac{28}{2\sqrt{27}}=2.694,
\qquad
\hbar\omega_{\rm H}=0.260\ \mathrm{eV}\quad(2098\ \mathrm{cm^{-1}}). \tag{36}
$$

A harmonic normal mode is quantised as a single oscillator, which is why $\hbar\omega$ is its excitation energy. For deuterium the ratio is $28/(2\sqrt{2\times26})=1.941$, and the quantum is $0.187$ eV, or $1512$ cm⁻¹. Diagonalisation of the 300-atom chains gives the same energies.

The displacement ratio for hydrogen is $z=-1/27=-0.037$. The first silicon atom moves by about 4% of the hydrogen amplitude, in the opposite direction. The hydrogen atom has the share $W=26/27=0.963$ of the kinetic energy. By (31), a displaced hydrogen atom puts $0.963\times28/27$, about 99.9%, of the initial energy into the local mode.

With $K$ and $M$ held fixed, the isotope ratio is

$$
\frac{\omega_{\rm H}}{\omega_{\rm D}}
=\sqrt{\frac{m_{\rm D}(M-m_{\rm D})}{m_{\rm H}(M-m_{\rm H})}}
=\sqrt{\frac{2\times26}{27}}=1.388. \tag{37}
$$

It is below $\sqrt2=1.414$ because the lattice moves too: the effective mass $m(1-\mu)$ in (24) less than doubles when $m$ is doubled. Keeping $K$ fixed is justified when the electrons follow the nuclei adiabatically, since the bond potential then does not depend on the nuclear mass.

The different approximations for the partner can also be compared. An immovable silicon atom gives $0.2554$ eV, a free pair $0.2599$ eV, and the whole chain $0.2601$ eV. Recoil of the nearest silicon atom accounts for most of the correction.

### Effect of a softer lattice

The equal springs of the model are too stiff for the silicon lattice. They put the band top at $0.0965$ eV, whereas the vibrations of crystalline silicon extend to roughly $0.064$ eV. With the end spring kept at 250 N/m, the chain has this lower band top if its other springs are about 110 N/m. The hydrogen quantum then changes by $-0.037\%$, to $0.2600$ eV.

Equation (34) explains the size. With $\sigma=110/250=0.44$, the relative change of frequency is approximately $\tfrac12(\sigma-1)\mu^2=-0.28/784$, or $-0.036\%$. The frequency of the bond is thus insensitive to a softening of the lattice that lowers the band top by a third of its equal-spring value.

The criterion $m<M/2$ is more sensitive. At the top of the softer band, $M\omega^2=4K'$, and a bounded edge solution alternates for $n\ge1$. The equation of atom 1 then reads $4\sigma=(1-u_0/u_1)+2\sigma$, which gives $u_0/u_1=1-2\sigma$. The end equation, $4\sigma\mu u_0=u_0-u_1$, becomes $4\sigma\mu(1-2\sigma)=-2\sigma$. Hence

$$
\mu_{\rm edge}=\frac{1}{2(2\sigma-1)}. \tag{38}
$$

For $\sigma=1$ this is $1/2$. For $\sigma=0.44$ it is negative, so no positive end mass brings the mode to the band edge. Since its frequency changes continuously with mass, the mode found for hydrogen would remain above the band for any heavier end atom with the same springs. This conclusion requires $\sigma\le1/2$, and the rough value $0.44$ is close to that limit. That value comes from matching the band top of a one-dimensional chain and is not a ratio of bond stiffnesses. In the diamond lattice with bond-stretching springs $K_b$ alone, the zone-centre optical mode has $M\omega^2=8K_b/3$. The same $0.064$ eV then gives $K_b\approx165$ N/m and $\sigma\approx0.66$, for which (38) places the boundary at a finite mass. The statement about heavier end atoms is therefore a property of this chain and does not carry over to silicon. For a softer end bond, with $\sigma>1$, the boundary lies below $M/2$. The value $M/2$ should therefore not be used as a design rule for a surface whose end bond differs in stiffness from the lattice behind it. Hydrogen and deuterium satisfy the condition for a local mode in both versions of the chain.

### Effect of anharmonicity

A real bond softens as it is stretched and finally breaks. To estimate the effect, we replace the local mode by one oscillator in a Morse potential,

$$
U(s)=D\bigl(1-e^{-as}\bigr)^2,\qquad U''(0)=2Da^2=K, \tag{39}
$$

with a rough depth $D=3.5$ eV. The effective mass $m_*=K/\omega_{\rm loc}^2=m(1-\mu)$ makes the small vibrations agree with the chain. This is an estimate, since anharmonic coupling to the other coordinates is left out.

Let $y=as$, $t=e^{-y}$, $\varepsilon=\hbar^2a^2/(2m_*)$ and $\Lambda=\sqrt{D/\varepsilon}$. With energies in units of $\varepsilon$, the Schrödinger equation is

$$
-\psi''+\Lambda^2(1-t)^2\psi=E\psi. \tag{40}
$$

Try $\psi=g\,e^{-\beta y-\Lambda t}$. The logarithmic derivative of the exponential is $-(\beta-\Lambda t)$, because $t'=-t$. Its second derivative divided by itself is $(\beta-\Lambda t)^2-\Lambda t$. With $E=\Lambda^2-\beta^2$, equation (40) becomes

$$
g''-2(\beta-\Lambda t)g'+\Lambda t(2\Lambda-2\beta-1)g=0. \tag{41}
$$

The choice $g=1$ requires $\beta=\Lambda-\tfrac12$. It has no node and is the ground state. For $g=1-ct$ we have $g'=ct$ and $g''=-ct$. The terms in $t^2$ require $2\Lambda-2\beta-1=2$, or $\beta=\Lambda-\tfrac32$. The terms in $t$ then give $c=\Lambda/(\Lambda-1)$. This function has one node and is the first excited state, normalisable for $\Lambda>\tfrac32$. The difference of the two energies is

$$
E_1-E_0=(\Lambda-\tfrac12)^2-(\Lambda-\tfrac32)^2=2\Lambda-2. \tag{42}
$$

Now restore the unit $\varepsilon$. From (39), $2\Lambda\varepsilon=2\sqrt{D\varepsilon}=\hbar\sqrt{2Da^2/m_*}=\hbar\omega_{\rm loc}$. It follows that $\varepsilon=(\hbar\omega_{\rm loc})^2/(4D)$, and

$$
E_1-E_0=\hbar\omega_{\rm loc}-\frac{(\hbar\omega_{\rm loc})^2}{2D}. \tag{43}
$$

For hydrogen the reduction is $0.2601^2/7.0=0.0097$ eV, which leaves $0.250$ eV, or $2020$ cm⁻¹. Relative to the harmonic value this is $-3.7\%$. For deuterium the result is $0.182$ eV, or $1471$ cm⁻¹, a change of $-2.7\%$. The isotope ratio falls from $1.388$ to $1.373$. A numerical solution on a grid agrees with (43) to within $10^{-5}$ of the harmonic quantum for both isotopes.

### Temperature and decay

The levels of a harmonic mode have weights proportional to $x^v$, where $x=e^{-\hbar\omega/k_BT}$. Since $\sum_v x^v=1/(1-x)$ and $\sum_v vx^v=x/(1-x)^2$, the mean number of quanta is $x/(1-x)=1/(e^{\hbar\omega/k_BT}-1)$. At $400$ K it is $5.3\times10^{-4}$ for hydrogen with the harmonic quantum. The lower Morse quantum raises it to about $7.0\times10^{-4}$, because the energy enters through an exponential. Thermal excitation of the stretch is therefore rare at this temperature. Excitation by energetic electrons is a separate process and is not described by this equilibrium number.

Energy conservation limits the decay into lattice vibrations. In the equal-spring model the hydrogen quantum is $2.69$ times the band top, so at least three band quanta are needed. The deuterium ratio is $1.94$, and at least two are needed. With the Morse energies and the rough silicon band top the ratios are $3.91$ and $2.85$, which raises the minima to four and three for these inputs. The hydrogen count is close to a step: four quanta of $0.064$ eV reach only about $2065$ cm⁻¹, so a stretch near $2100$ cm⁻¹ needs at least five. These are counts of quanta and do not determine a lifetime.

### The model beside a real interface

For a silicon atom whose back bonds go to silicon, the Si–H stretch lies roughly between 2000 and 2100 cm⁻¹ (oxygen back bonds shift it upward and can take it beyond this range), and both the harmonic and the Morse values fall in or near that range because $K$ was chosen for it. Among the effects sized here, anharmonicity moves the hydrogen energy most, by about 4%, while the softer lattice moves it by less than 0.1%. A real silicon atom at the interface also has three back bonds in different directions, the bond can bend, and the neighbouring oxide is disordered. The chain omits these features. Bending and oxide vibrations can also receive energy from the stretch, so the minimum counts above apply to decay into the stated silicon band alone. The model supports a statement about the vibrational frequency and its confinement; it does not give a bond-breaking rate or a device lifetime.

## Values computed for the example and the checks

```
Diagonalised chains of 300 atoms, light end
m/M | omega/band top | displacement ratio z | end share
0.0357 | 2.69430 | -0.03704 | 0.9630
0.0714 | 1.94145 | -0.07692 | 0.9231
0.2000 | 1.25000 | -0.25000 | 0.7500
0.4000 | 1.02062 | -0.66667 | 0.3333
0.4500 | 1.00504 | -0.81818 | 0.1818
0.4800 | 1.00080 | -0.92308 | 0.0769
Heavy end: m/M | highest omega/band top
0.50 | 0.999997
0.52 | 0.999987
0.70 | 0.999986
1.00 | 0.999986
3.00 | 0.999986
Near-threshold estimate at m/M = 0.45: 1.00500
Masses H, D, Si: 1, 2, 28 u
Threshold end mass: 14 u
Spring constant: 250 N/m
Band top, equal springs: 0.0965 eV
Local quantum H, formula: 0.2601 eV = 2098 cm^-1
Local quantum H, diagonalised: 0.2601 eV
Local quantum D, formula: 0.1874 eV = 1512 cm^-1
Local quantum D, diagonalised: 0.1874 eV
Isotope ratio H/D: 1.3878; sqrt(2) = 1.4142
H quantum, immovable partner: 0.2554 eV
H quantum, free pair: 0.2599 eV
Rough real silicon band top: 0.064 eV
Softer chain spring: 110 N/m
H quantum with softer chain: 0.2600 eV
Change by softer chain: -0.037 percent
Rough Morse depth: 3.5 eV
H fundamental, Morse: 0.2504 eV = 2020 cm^-1
D fundamental, Morse: 0.1824 eV = 1471 cm^-1
Anharmonic change H: -3.72 percent
Anharmonic change D: -2.68 percent
Isotope ratio H/D, Morse: 1.3730
Temperature: 400 K
Mean thermal quanta in H mode: 5.29e-04
H quantum / model band top: 2.69
D quantum / model band top: 1.94
H Morse fundamental / rough real band top: 3.91
D Morse fundamental / rough real band top: 2.85
```
